# Why isolated hydrogen gives weak Snoek relaxation in bcc metals

Suppose that a supercell calculation of hydrogen in a bcc metal has given the residual stress on the cell, and from it the elastic dipole tensor of the hydrogen atom. Its principal values are converged to about 0.1 eV, three per cent of their size. Is that enough? For the volume expansion it is. For the Snoek relaxation, the delayed extra strain that appears when interstitial atoms reorient among differently directed sites, it may be useless. That effect depends on the difference of two principal values, and on its square. If the true difference is 0.1 eV, an error of 0.1 eV in it puts the predicted strength anywhere between zero and four times the right value. One must decide at the outset to converge the difference itself.

The same fact bears on a physical question: how can hydrogen, on a site of less than cubic symmetry, show only a weak Snoek relaxation? The hydrogen site is tetragonal, so relaxation is allowed. Symmetry does not say how large it is.

## What the site symmetry allows

The elastic dipole tensor of one hydrogen atom is defined by

$$P_{ij}=-\frac{\partial E}{\partial \varepsilon_{ij}}\bigg|_{\varepsilon=0},$$

where $E$ is the energy of the crystal with the atom in it and $\varepsilon$ is a uniform strain, positive for extension. To first order the atom contributes $-\sum_{ij}P_{ij}\varepsilon_{ij}$ to the energy. A positive principal value means that the atom pushes the lattice outward. Energies are in eV and lengths in nm.

Hydrogen occupies a tetrahedral site. Take the one at $(\tfrac12,\tfrac14,0)a$ in the cubic cell of edge $a$. A quarter turn about $y$ combined with inversion maps this site's surroundings onto themselves. Applied twice it is a half turn, which reverses $x$ and $z$ and so forces $P_{xy}=P_{yz}=0$. Applied once it exchanges $x$ and $z$ with one relative sign change, which gives $P_{xx}=P_{zz}$ and $P_{xz}=-P_{xz}=0$. Hence

$$P=\mathrm{diag}(B,A,B).$$

Nothing here requires $A=B$, and nothing forbids $A\approx B$. Other tetrahedral sites have their axis along $x$ or $z$; the three kinds are equally numerous.

## From the dipole tensor to the relaxation strength

Let there be $n$ hydrogen atoms per volume, so dilute that they do not interact, hopping classically among the sites. For an atom with axis $p$ the strain energy is

$$-P^{(p)}\!:\!\varepsilon=-B\,\mathrm{tr}\,\varepsilon-(A-B)\,\varepsilon_{pp}.$$

When the atoms have had time to redistribute, their free energy per volume, apart from a constant, is

$$f=-nB\,\mathrm{tr}\,\varepsilon-nkT\ln\Big[\tfrac13\sum_p e^{x_p}\Big],\qquad x_p=\frac{(A-B)\varepsilon_{pp}}{kT}.$$

For small $x_p$ the average of $e^{x}$ is $1+\langle x\rangle+\tfrac12\langle x^2\rangle$, and its logarithm is $\langle x\rangle+\tfrac12(\langle x^2\rangle-\langle x\rangle^2)$. With $\langle x\rangle=(A-B)\,\mathrm{tr}\,\varepsilon/(3kT)$ this gives

$$f=-n\bar P\,\mathrm{tr}\,\varepsilon-\frac{n(A-B)^2}{2kT}\Big[\tfrac13\sum_p\varepsilon_{pp}^2-\tfrac19(\mathrm{tr}\,\varepsilon)^2\Big],\qquad \bar P=\frac{A+2B}{3}.$$

The first term is all that remains if the populations are frozen at one third each. The second is the gain from redistribution. It is quadratic in strain, so it lowers an elastic constant.

To see which one, apply $\varepsilon=\mathrm{diag}(e,-e,0)$. The elastic energy density of a cubic crystal is then $(C_{11}-C_{12})e^2=2C'e^2$, with $C'=(C_{11}-C_{12})/2$. The bracket equals $2e^2/3$, so the hydrogen term is $-n(A-B)^2e^2/(3kT)$. Equating it to $2\,\delta C'\,e^2$ gives

$$\delta C'=-\frac{n(A-B)^2}{6kT},\qquad \Delta\equiv\frac{|\delta C'|}{C'}=\frac{n(A-B)^2}{6kT\,C'} .$$

Under uniform dilation the three $\varepsilon_{pp}$ are equal and the bracket vanishes. Under a pure $xy$ shear they are all zero. Neither the bulk modulus nor $C_{44}$ relaxes by reorientation.

The square has a simple origin. One factor $A-B$ sets how strongly strain shifts the populations; the other sets how much stress each shifted atom relieves. The sign of $A-B$ decides which sites fill up, but not the strength. If $A=B$, atoms still hop between tetragonal sites, and the elastic response does not register it.

A stretched single crystal behaves similarly. Along $\langle100\rangle$ the compliance is $1/E=1/(9K)+1/(3C')$, with $K$ the bulk modulus. Only the second term relaxes, by the fraction $\Delta$, so Young's modulus falls by $\Delta\cdot 3K/(3K+C')$ to leading order. Along $\langle111\rangle$ the three $\varepsilon_{pp}$ are equal and there is no reorientation effect.

## The same hydrogen, strongly coupled

It would be wrong to conclude that hydrogen couples weakly to strain. Let the body exchange hydrogen with a reservoir at fixed chemical potential. In the dilute limit a dilation $\theta=\mathrm{tr}\,\varepsilon$ changes the density to $n\,e^{\bar P\theta/kT}$. The hydrogen stress is $-\bar P$ times this density, and its derivative at $\theta=0$ is $-n\bar P^2/kT$. The bulk modulus falls by

$$|\delta K|=\frac{n\bar P^2}{kT}.$$

This is the coupling behind the Gorsky effect, in which hydrogen migrates over long distances towards dilated regions. It contains the mean principal value, where the Snoek effect contains the difference.

Take round parameters: $a=0.33$ nm, $C'=55$ GPa, $K=170$ GPa, one hydrogen atom per thousand metal atoms and $T=300$ K, so that $kT=0.02585$ eV. A bcc cell holds two metal atoms, hence $n=0.002/a^3=0.0557\ \mathrm{nm^{-3}}$. Let the trace of $P$ be 10 eV and choose $A-B=0.1$ eV as an illustration, so $A=3.4$ eV and $B=3.3$ eV. Since 1 GPa is 6.24 eV/nm³, $C'=343$ eV/nm³ and

$$\Delta=\frac{0.0557\times(0.1)^2}{6\times0.02585\times343}=1.05\times10^{-5}.$$

The relative softening of the open bulk modulus is $2.25\times10^{-2}$, about two thousand times larger, for the same atoms at the same temperature.

## Why the principal values can be nearly equal

The forces on the metal atoms settle the size of $A-B$. Let $\mathbf F^m$ be the force that hydrogen exerts on metal atom $m$, at position $\mathbf R^m$ from the site. A strain moves that atom by $\varepsilon\mathbf R^m$, and the work done gives

$$P_{ij}=\sum_m F^m_iR^m_j .$$

This also holds when the host relaxes around the hydrogen, if the host is harmonic. The energy is then minimal with respect to the internal displacements, so their change with strain does not enter its first derivative. Moreover, every atom of the perfect bcc lattice is a centre of inversion, so uniform strain alone exerts no force on it, and the host energy has no term mixing strain with internal displacement. One uses the ideal positions $\mathbf R^m$ and the forces of the relaxed state.

The nearest four atoms lie at $(\pm\tfrac12,-\tfrac14,0)a$ and $(0,\tfrac14,\pm\tfrac12)a$, a distance $r_1=\sqrt5\,a/4$ away. The next four lie at $(\pm\tfrac12,\tfrac34,0)a$ and $(0,-\tfrac34,\pm\tfrac12)a$, at $r_2=\sqrt{13}\,a/4$. Let the forces be central, of magnitudes $f_1$ and $f_2$, and write $g_s=f_s/r_s$, so that $\mathbf F=g_s\mathbf R$. All four atoms of a shell contribute to $P_{yy}$, but only two to $P_{xx}$:

$$A=a^2\Big(\frac{4g_1}{16}+\frac{4\cdot9\,g_2}{16}\Big)=\frac{a^2}{4}(g_1+9g_2),$$

$$B=a^2\Big(\frac{2g_1}{4}+\frac{2g_2}{4}\Big)=\frac{a^2}{2}(g_1+g_2).$$

The first shell alone gives $A=B/2$, far from isotropic: four neighbours at tetrahedral-looking positions do not make an isotropic push. The second shell pulls the other way, because its atoms lie mainly along the axis. Subtracting,

$$A-B=\frac{a^2}{4}(7g_2-g_1),$$

which vanishes when $g_2=g_1/7$, or

$$\frac{f_2}{f_1}=\frac{r_2}{7r_1}=0.230 .$$

A rather weak second-shell force is sufficient, thanks to the factor 7. But this is a numerical condition on forces, not a consequence of symmetry.

Central forces are an assumption too. Symmetry lets a first-shell force have independent components $f_y$ along the axis and $f_t$ across it. The sum then gives $A=4f_y\,a/4=af_y$ and $B=2f_t\,a/2=af_t$. Forces tilted towards the axis, with $f_y=f_t$, would make the first shell isotropic by itself. Which mixture occurs in a given metal must be found from its electronic structure; the elastic argument cannot tell.

## What the balance is worth

Compare cases with the trace, density, temperature and $C'$ held fixed. With first-shell central forces only, $B=2A$ and $5A=10$ eV, so $A-B=-2$ eV. The strength is $(2/0.1)^2=400$ times the chosen case, or $4.2\times10^{-3}$.

An octahedral site gives a more extreme reference. Its two nearest metal atoms lie at $\pm a/2$ along one axis. If only they are pushed, the whole trace sits in one principal value, the difference is 10 eV, and the strength is 0.10, ten thousand times the chosen case. Outward forces on the next shell of atoms would reduce this. Carbon, nitrogen and oxygen in bcc metals do occupy octahedral sites, and their Snoek relaxation is readily observed. If hydrogen's difference is as small as the value chosen here, the contrast is one of degree: both kinds of site are tetragonal, but their dipole tensors differ greatly in shape.

## Zero-point motion enters the balance

Hydrogen is light enough for its vibrational energy to depend noticeably on strain. For small vibrations with quanta $\hbar\omega_k$, the zero-point energy is $\tfrac12\sum_k\hbar\omega_k$, where $\omega_k^2=K_k/m$ and $K_k$ is the curvature of the potential energy $V$ along direction $k$. Since $d\omega_k=dK_k/(2m\omega_k)$,

$$P^{\rm zp}_{ij}=-\sum_k\frac{\hbar}{4m\omega_k}\frac{\partial K_k}{\partial\varepsilon_{ij}} .$$

The mean square displacement is $\langle u_k^2\rangle=\hbar/(2m\omega_k)$. Also, $\partial K_k/\partial\varepsilon_{ij}$ is the second derivative with respect to $u_k$ of $\partial V/\partial\varepsilon_{ij}=-P_{ij}(\mathbf u)$, where $P_{ij}(\mathbf u)$ is the force sum with hydrogen displaced by $\mathbf u$. Therefore

$$P^{\rm zp}_{ij}=\frac12\sum_k\langle u_k^2\rangle\frac{\partial^2P_{ij}}{\partial u_k^2}\bigg|_{\mathbf u=0} .$$

Strain may also shift the equilibrium position of hydrogen. The site symmetry makes the zero-point energy stationary against such a shift, so it does not matter at first order. This was tested by differentiating the zero-point energy under strain with the hydrogen free to move; the result agreed with the formula.

For a concrete balance, bind hydrogen to its eight neighbours in a rigid lattice by repulsive bonds whose force falls as $f_s e^{-(r-r_s)/\ell_s}$, with $\ell_1=0.02$ nm and $\ell_2=0.06$ nm. The forces are fitted so that the total, zero-point part included, has the chosen trace and $A-B$. This needs $f_1=8.50$ and $f_2=2.39$ eV/nm. The model illustrates how the balance works; it cannot predict the difference that it was given.

The first shell contributes

$$A_1=\frac{0.1089}{4}\cdot\frac{8.498}{0.1845}=1.254\ \mathrm{eV},\qquad B_1=2A_1=2.508\ \mathrm{eV}.$$

The second contributes 1.966 and 0.437 eV, and zero-point motion 0.180 and 0.355 eV. In the difference,

$$A-B=-1.254+1.529-0.175=0.100\ \mathrm{eV}.$$

The zero-point term is larger than the net result. A static calculation on this model would give 0.275 eV and overestimate the strength by a factor of $(2.75)^2\approx7.6$. The cancellation also amplifies small errors: raising $f_1$ by one per cent, with the other two terms held fixed, lowers $A-B$ by 0.0125 eV and the strength by nearly a quarter.

With the same bonds, deuterium has zero-point terms smaller by $1/\sqrt2$, because $\langle u_k^2\rangle\propto m^{-1/2}$. Its difference is $0.275-0.124=0.151$ eV, and its relaxation is 2.3 times as strong, although the trace changes by less than three per cent. This counts zero-point motion only, to second order; thermal excitation and anharmonicity lower the ratio to about 2.1 at 300 K. The direction of this isotope effect belongs to the model: with a negative net $A-B$ of the same size and the same zero-point term, deuterium would relax less.

Two omissions can be sized. Averaging the force sum over the full harmonic ground-state density, instead of stopping at second order, gives 0.087 eV. But anharmonic changes of that density enter at the same order. With the exact ground state in the same rigid-lattice potential the difference is 0.10 eV again, so here the two corrections nearly cancel. Letting the host relax has a larger effect. In a periodic cell of 54 atoms joined by springs that reproduce $C'$ and $K$, the nearest neighbours move by 0.004 nm and the static difference rises from 0.275 to 0.465 eV. These springs make $C_{44}$ about 133 GPa, far above the roughly 28 GPa of niobium; the softer value needs non-central springs, and such hosts give 0.54 to 0.57 eV, depending on which neighbours carry the non-central part. If the zero-point term stayed at $-0.175$ eV, the net difference with the original springs would be 0.29 eV and the strength about eight times larger. In fact relaxation weakens the zero-point term to about $-0.15$ eV, which gives 0.31 eV, and letting the host also relax under the zero-point forces raises the net difference to about 0.34 eV. With the original springs the strength is then about twelve times larger; with the softer hosts the net difference is 0.44 to 0.47 eV and the factor about twenty. The bonds would have to be refitted to restore 0.1 eV. Near equality must hold for the forces of the relaxed crystal, and a rigid-lattice estimate cannot establish it.

## Weak, and also too fast

A small strength is distinct from a small loss at the measuring frequency. Let $\nu$ be the hopping rate to each of the four nearest tetrahedral sites. Two of them have each of the other orientations, so

$$\dot n_x=-4\nu n_x+2\nu(n_y+n_z)=-6\nu n_x+2\nu n .$$

Deviations from equal population decay with $\tau=1/(6\nu)$. Each hop has length $a/\sqrt8$, and the four hop vectors from any site sum to zero, so successive hops are uncorrelated. The diffusion coefficient is

$$D=\frac16\cdot4\nu\cdot\frac{a^2}{8}=\frac{\nu a^2}{12},\qquad\text{hence}\qquad \tau=\frac{a^2}{72D}.$$

Under a strain varying as $e^{i\omega t}$ the populations follow their equilibrium values with the factor $1/(1+i\omega\tau)$. The modulus is $C'[1-\Delta/(1+i\omega\tau)]$, and for small $\Delta$ the loss, the ratio of its imaginary to its real part, is

$$\tan\delta=\frac{\Delta\,\omega\tau}{1+\omega^2\tau^2},$$

with a peak of $\Delta/2$ at $\omega\tau=1$. A rough $D=10^{-5}\ \mathrm{cm^2/s}$ at 300 K gives $\tau=1.5\times10^{-12}$ s. The peak, of height $5\times10^{-6}$, lies near $10^{11}$ Hz. At 1 kHz the loss is only $10^{-13}$, but the reduction of the modulus is complete. Fast hopping hides the loss; it does not make $\Delta$ small.

Cooling slows the hops and, as long as $A-B$ stays fixed, raises $\Delta$ as $1/T$, but hydrogen does not stay dissolved. With a rough hopping energy of 0.07 eV, an energy of 0.12 eV to dissolve a hydrogen atom from the hydride, and a solubility of 0.04 per metal atom at 300 K, hydride begins to form near 167 K, where the peak is still near $10^{10}$ Hz. A peak at 1 kHz would need about 38 K, where the extrapolated equilibrium solubility is negligible. These inputs are uncertain at low temperature, but the conflict between the two requirements is wide.

## Hydrogen in niobium, and where the result fails

The lattice parameter, moduli, trace and diffusion coefficient above are rough values typical of dilute hydrogen in niobium. The model's harmonic vibrational quanta, 0.11 eV along the axis and 0.15 eV across it, are also close to the rough real values of 0.11 and 0.16 eV; anharmonicity lowers the model's values by less than 0.01 eV. The difference of 0.1 eV is a chosen number, not a measurement. One assumption that a real sample can break is isolation. Hydrogen bound to oxygen, nitrogen or another defect forms a complex with its own dipole tensor. If such complexes reoriented among three cubic axes with a difference of 2 eV, one for every 400 free hydrogen atoms would double the relaxation. A small observed peak therefore need not come from isolated hydrogen. Even at random, the chance that another hydrogen lies within one lattice parameter is 0.8 per cent here, enough to matter if close pairs are strongly anisotropic.

Two other corrections, from tunnelling and from nonlinearity in the strain, are small at 300 K. A tunnelling element of 0.2 meV changes the strength by a relative $-6\times10^{-5}$ in a periodic twelve-site calculation. For small elements $J$ the change is $-(J/kT)^2$, so it stays small only while $J\ll kT$; an element of 10 meV would lower the strength by about 13 per cent. At a strain of $10^{-5}$ the expansion parameter $(A-B)\varepsilon/kT$ is $4\times10^{-5}$. The $1/T$ law must fail on cooling once $kT$ is no longer large compared with the strain splitting, the tunnelling energy or the interaction between hydrogen atoms.

For the calculation at the start, the target follows from $\delta\Delta/\Delta\approx2\,\delta(A-B)/(A-B)$, valid for small errors. Knowing the strength to 20 per cent when $A-B$ is 0.1 eV requires the difference to within 0.01 eV, from relaxed forces and with zero-point motion included. If only the volume expansion or the Gorsky effect is wanted, the trace suffices and the looser convergence will do. The numerical output below lists the parameters and most of the results.

## Calculated quantities

```
lattice parameter a = 0.33 nm; temperature = 300 K; kT = 0.02585 eV
C' = 55 GPa; bulk modulus = 170 GPa
H per metal atom = 0.001; H density n = 0.05565 nm^-3
chosen trace P = 10.0 eV; chosen A-B = 0.10 eV
A = 3.400 eV; B = 3.300 eV
Snoek strength, chosen A-B: 1.045e-05
Snoek peak loss, chosen A-B: 5.226e-06
first shell only: A-B = -2.000 eV, strength 4.181e-03
octahedral pair only: A-B = 10.000 eV, strength 1.045e-01
strength ratio first-shell/chosen = 400
strength ratio octahedral/chosen = 10000
Gorsky softening of bulk modulus / K = 2.254e-02
shell distances r1, r2 = 0.1845, 0.2975 nm
force ratio f2/f1 for static isotropy = 0.2304
bond-force decay lengths = 0.02, 0.06 nm
fitted forces f1, f2 = 8.498, 2.387 eV/nm
fitted force ratio f2/f1 = 0.2809
first-shell part of A, B = 1.254, 2.508 eV
second-shell part of A, B = 1.966, 0.437 eV
zero-point part of A, B (H) = 0.180, 0.355 eV
A-B parts: first -1.254, second 1.529, zero-point -0.175 eV
H quanta: along axis 0.1102 eV, across axis 0.1533 eV
deuterium, same bonds: trace 9.740 eV, A-B = 0.151 eV
deuterium/H strength ratio in model = 2.29
A-B with full Gaussian average = 0.087 eV
static A-B: rigid host 0.275 eV, relaxed host 0.465 eV
static trace: rigid 9.111 eV, relaxed 7.941 eV
first-neighbour shift in relaxed host = 0.0039 nm
tunnelling element (rough) = 0.2 meV; relative change of strength = -6.0e-05
nonlinearity (A-B)*strain/kT at strain 1e-5 = 3.9e-05
random chance of another H within a = 0.0083
diffusion coefficient (rough) = 1e-05 cm^2/s; tau = 1.51e-12 s
loss-peak frequency at 300 K = 1.05e+11 Hz
loss at 1 kHz and 300 K = 9.9e-14
rough inputs: hop energy 0.07 eV, solution energy 0.12 eV, solubility 0.04 H/M at 300 K
precipitation starts near 167 K; peak frequency there 1.2e+10 Hz
1 kHz peak would need 38 K; solubility there 7e-16 H/M
```
